# Time-Reversal Symmetry and Kramers Degeneracy with Spin-Orbit Ultrasoft Pseudopotentials, part 2

When may a spin-orbit calculation with ultrasoft pseudopotentials, $H\psi=\varepsilon S\psi$ with $S$ positive definite, be declared time-reversal symmetric? Hartree atomic units are used. States are spinors $\psi=(\psi^\uparrow,\psi^\downarrow)$, and time reversal $T$ obeys

$$\epsilon=-i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad T\psi=\epsilon\,\psi^*=(-\psi^{\downarrow*},\ \psi^{\uparrow*}).\tag{1}$$

$$T^2=-1,\qquad\langle T\phi|T\chi\rangle=\langle\chi|\phi\rangle.\tag{2}$$

$$T\,|\phi\rangle A\langle\chi|\,T^{-1}=|T\phi\rangle\,A^*\,\langle T\chi|.\tag{3}$$

For spin matrices, $\theta(M)=\epsilon M^*\epsilon^{\mathsf T}=\epsilon^{\mathsf T}M^*\epsilon$ respects products:

$$\theta\begin{pmatrix}M^{\uparrow\uparrow}&M^{\uparrow\downarrow}\\M^{\downarrow\uparrow}&M^{\downarrow\downarrow}\end{pmatrix}=\begin{pmatrix}M^{\downarrow\downarrow*}&-M^{\downarrow\uparrow*}\\-M^{\uparrow\downarrow*}&M^{\uparrow\uparrow*}\end{pmatrix}.\tag{4}$$

One atom at the origin has channels $c=(\tau,l,j)$, where $\tau$ labels projectors with the same $l,j$. With real $\beta_c(r)$ and real harmonics $R_{lm}$, the scalar projectors are $\beta_a=\beta_cR_{lm}$, $a=(c,m)$; the spinor projectors are $\beta_I=\beta_c\Omega_{ljm_j}$, $I=(c,m_j)$:

$$C_{a\sigma,I}=\delta_{c_ac_I}\int R_{lm}\,\Omega^\sigma_{ljm_j}\,d\hat{\mathbf r},\qquad|\beta_I\rangle=\sum_{a\sigma}|\beta_a\sigma\rangle\,C_{a\sigma,I},\qquad C^\dagger C=1,\tag{5}$$

The augmentation functions $Q_{ab}(\mathbf r)=\sum_{LM}G^{LM}_{lm,l'm'}\,Q^L_{cc'}(r)\,R_{LM}(\hat{\mathbf r})$ are real, with $G^{LM}_{lm,l'm'}=\int R_{lm}R_{l'm'}R_{LM}\,d\hat{\mathbf r}$; their spinor form is $Q^{\sigma\sigma'}_{IJ}=\sum_{ab}C^*_{a\sigma,I}Q_{ab}C_{b\sigma',J}$. With occupations $w_n$, density and magnetization are

$$n(\mathbf r)=\sum_nw_n\Big[\psi_n^\dagger\psi_n+\sum_{IJ}\langle\psi_n|\beta_I\rangle\sum_\sigma Q^{\sigma\sigma}_{IJ}\langle\beta_J|\psi_n\rangle\Big],$$

$$\mathbf m(\mathbf r)=\sum_nw_n\Big[\psi_n^\dagger\boldsymbol\sigma\psi_n+\sum_{IJ}\langle\psi_n|\beta_I\rangle\sum_{\sigma\sigma'}Q^{\sigma\sigma'}_{IJ}\boldsymbol\sigma_{\sigma\sigma'}\langle\beta_J|\psi_n\rangle\Big].\tag{6}$$

With real fields $V$ and $\mathbf B=\delta E_{xc}/\delta\mathbf m$, and real symmetric $D^{\rm ion}_{cc'}$,

$$S=1+\sum_{IJ}|\beta_I\rangle q_{IJ}\langle\beta_J|,\qquad H=-\tfrac12\nabla^2+V+\mathbf B\cdot\boldsymbol\sigma+\sum_{IJ}|\beta_I\rangle D_{IJ}\langle\beta_J|,$$

$$q_{IJ}=\sum_\sigma\int Q^{\sigma\sigma}_{IJ},\qquad D_{IJ}=D^{\rm ion}_{cc'}\delta_{ll'}\delta_{jj'}\delta_{m_jm_j'}+\sum_{\sigma\sigma'}\int Q^{\sigma\sigma'}_{IJ}\,(V+\mathbf B\cdot\boldsymbol\sigma)_{\sigma\sigma'}.\tag{7}$$

In scalar projectors,

$$A=\sum_{a\sigma,b\sigma'}|\beta_a\sigma\rangle A^{\sigma\sigma'}_{ab}\langle\beta_b\sigma'|,\qquad A^{\sigma\sigma'}_{ab}=\sum_{IJ}C_{a\sigma,I}A_{IJ}C^*_{b\sigma',J},\tag{8}$$

The matrix $f=CC^\dagger$ has channel blocks $f_{lj}$, with $\mathbf L$ the orbital and $\mathbf J=\mathbf L+\frac12\boldsymbol\sigma$ the total angular momentum:

$$f_{l,l+\frac12}=\frac{l+1+\mathbf L\cdot\boldsymbol\sigma}{2l+1},\qquad f_{l,l-\frac12}=\frac{l-\mathbf L\cdot\boldsymbol\sigma}{2l+1},\qquad\mathbf L\cdot\boldsymbol\sigma=\begin{pmatrix}L_z&L_x-iL_y\\L_x+iL_y&-L_z\end{pmatrix}.\tag{10}$$

$$\theta(f_{lj})=f_{lj}.\tag{11}$$

In blocks, $D$ is the bare term $D^{\rm ion}_{cc'}\delta_{ll'}\delta_{jj'}f_{lj}$ plus the screened term $f\mathcal If$, where

$$\mathcal I^{\sigma\sigma'}_{ab}[\mathbf B]=\int Q_{ab}(\mathbf r)\,\big(V\delta_{\sigma\sigma'}+\mathbf B\cdot\boldsymbol\sigma_{\sigma\sigma'}\big)\,d^3r,$$

and $q$ is diagonal in $l$ and $j$. The results so far are $\theta(q)=q$, $\theta(D[\mathbf B])=D[-\mathbf B]$ and

$$TS\,T^{-1}=S,\qquad TH[\mathbf B]\,T^{-1}=H[-\mathbf B].\tag{14}$$

With several atoms each has its own projectors $\beta_a(\mathbf r-\mathbf R)$, its own $Q_{ab}(\mathbf r-\mathbf R)$ and its own $D$. The shifts are real, so all these functions remain real and the argument holds atom by atom.

It remains to connect $\mathbf B=0$ with the magnetization. The exchange-correlation energy of electrons in no external magnetic field does not change when all spins are reversed, $E_{xc}[n,-\mathbf m]=E_{xc}[n,\mathbf m]$; the local spin-density approximation shows this plainly, since it depends on $|\mathbf m|$. Differentiating this identity with respect to $\mathbf m$ gives $-\mathbf B[n,-\mathbf m]=\mathbf B[n,\mathbf m]$, and if the functional is differentiable at $\mathbf m=0$ it follows that $\mathbf B[n,0]=-\mathbf B[n,0]=0$. The argument of the functional is the function $\mathbf m(\mathbf r)$ of (6). Zero magnetization therefore means $\mathbf m(\mathbf r)=0$ at every point, augmentation part included. An antiferromagnet has zero total moment but nonzero $\mathbf m(\mathbf r)$ and $\mathbf B(\mathbf r)$, and $T$ does not commute with its Hamiltonian; it may have a symmetry that combines $T$ with a translation, a rotation or inversion, which is a different operation with different consequences. Combined with inversion, for example, it pairs the levels at each $\mathbf k$ but does not by itself make the levels at $\mathbf k$ and $-\mathbf k$ equal. Terms that depend on the orbitals through more than $n$ and $\mathbf m$, such as exact exchange or a Hubbard correction, are outside (7). For them $\mathbf m=0$ is not enough: the proof needs the density matrix that enters the term (the whole occupied density matrix for exact exchange, the on-site occupation matrices for a Hubbard correction) to be time-reversal invariant, and a state with orbital currents can violate this while $\mathbf m$ vanishes.

Under the stated condition $TH=HT$, and $\theta(D)=D$ written out by (4) gives the conjugation relations in the real harmonics, valid for every atom and likewise for $q$:

$$D^{\downarrow\downarrow}_{ab}=\big(D^{\uparrow\uparrow}_{ab}\big)^*,\qquad D^{\downarrow\uparrow}_{ab}=-\big(D^{\uparrow\downarrow}_{ab}\big)^*.\tag{15}$$

The order of $a$ and $b$ is the same on both sides, and this distinguishes (15) from hermiticity, which reads $D^{\sigma'\sigma}_{ba}=(D^{\sigma\sigma'}_{ab})^*$ and holds with or without a field. Combining the two, $D^{\downarrow\downarrow}_{ab}=(D^{\uparrow\uparrow}_{ab})^*=D^{\uparrow\uparrow}_{ba}$, and $D^{\uparrow\downarrow}_{ba}=(D^{\downarrow\uparrow}_{ab})^*=-D^{\uparrow\downarrow}_{ab}$. The down-down block is the transpose of the up-up block, and the spin-flip block is antisymmetric, so its diagonal elements vanish. The same content appears when $D$ is expanded as $W+\sum_kX_k\sigma_k$ with orbital matrices $W$ and $X_k$. Invariance requires $W^*-\sum_kX_k^*\sigma_k=W+\sum_kX_k\sigma_k$, so $W$ is real and $X_k=iA_k$ with real $A_k$. Hermiticity makes $W$ symmetric, and $(iA_k)^\dagger=-iA_k^{\mathsf T}=iA_k$ makes $A_k$ antisymmetric. The blocks are

$$D^{\uparrow\uparrow}=W+iA_z,\quad D^{\downarrow\downarrow}=W-iA_z,\quad D^{\uparrow\downarrow}=A_y+iA_x,\quad D^{\downarrow\uparrow}=-A_y+iA_x.\tag{16}$$

For $N$ scalar projectors this leaves $N(N+1)/2+3N(N-1)/2=2N^2-N$ real numbers out of the $4N^2$ of a general Hermitian matrix. What (15) forbids are the parts that change sign under $\theta$: a real symmetric $X_k$ and an imaginary antisymmetric $W$. An exchange field contributes both. In $\mathcal I$ it gives only real symmetric $X_k$, but the projectors in $f\mathcal If$ add an imaginary $W$. Within $p_{1/2}$, for example, $f\sigma_zf=-\frac23J_zf$ (the value $\langle\sigma_z\rangle=-2m_j/3$ is derived below), and the part of $J_zf=(L_z+\frac12\sigma_z)(1-\mathbf L\cdot\boldsymbol\sigma)/3$ proportional to the unit spin matrix is $L_z/3-L_z/6$, so $W=-L_z/9$. Zero magnetization does not imply $D^{\uparrow\uparrow}=D^{\downarrow\downarrow}$ or vanishing spin-flip blocks: the matrices $A_k$ remain. Their size is not itself a measure of spin-orbit coupling, because each channel carries its projector $f_{lj}$: the bare $p_{3/2}$ block has $(A_z)_{xy}=-D^{\rm ion}/3$ whatever the $p_{1/2}$ channel is. The spin-orbit coupling is what fails to cancel between the $j=l+\frac12$ and $j=l-\frac12$ channels when their radial functions or coefficients differ.

Two limits confirm the structure. If $\beta_c$, $Q_{cc'}$ and $D^{\rm ion}$ do not depend on $j$, the terms of (8) with equal $\tau,l,m$ share one function and their coefficients add. Since $f_{l,l+1/2}+f_{l,l-1/2}=1$ by (10), the bare term sums to $D^{\rm ion}\delta_{mm'}\delta_{\sigma\sigma'}$ and the screened term to $\mathcal I$. At $\mathbf B=0$ only $W$ remains, the two spins decouple and the degeneracy is the ordinary twofold spin degeneracy. If instead $Q=0$, then $S=1$, $D=D^{\rm ion}f$, and the statement reduces to that for norm-conserving spin-orbit potentials.

Relations (15) depend on the basis, because conjugation does. With complex harmonics in the Condon-Shortley convention, $Y_{lm}^*=(-1)^mY_{l,-m}$, so $T|lm\!\uparrow\rangle=(-1)^m|l,-m,\downarrow\rangle$ and $T|lm\!\downarrow\rangle=-(-1)^m|l,-m,\uparrow\rangle$. Rule (3) sends the term $|lm\!\uparrow\rangle D^{\uparrow\uparrow}_{mm'}\langle l'm'\!\uparrow\!|$ into a down-down term at $(-m,-m')$ with coefficient $(-1)^{m+m'}D^{\uparrow\uparrow*}_{mm'}$, and an up-down term into a down-up term with one more minus sign. The complex and real harmonics differ by a unitary change of labels within each channel, so the invariance of the coefficients carries over, and after renaming $m\to-m$,

$$D^{\downarrow\downarrow}_{cm,c'm'}=(-1)^{m+m'}\big(D^{\uparrow\uparrow}_{c,-m;\,c',-m'}\big)^*,\qquad D^{\downarrow\uparrow}_{cm,c'm'}=-(-1)^{m+m'}\big(D^{\uparrow\downarrow}_{c,-m;\,c',-m'}\big)^*.\tag{17}$$

Using (15) in this basis is wrong by a large amount. For $p_{1/2}$ and $m=m'=1$, (10) gives $f^{\uparrow\uparrow}=(1-1)/3=0$ and $f^{\downarrow\downarrow}=(1+1)/3=\frac23$.

For the basis $I=(c,m_j)$ the explicit spin-angle functions are needed. The states $Y_{l\mu}\!\uparrow$ and $Y_{l,\mu+1}\!\downarrow$ with $\mu=m_j-\frac12$ have the same $J_z$. Put $\alpha=l+\mu+1=l+m_j+\frac12$ and $\gamma=l-\mu=l-m_j+\frac12$, so $\alpha+\gamma=2l+1$. Since $L_-Y_{l,\mu+1}=\sqrt{\alpha\gamma}\,Y_{l\mu}$, the matrix of $\mathbf L\cdot\boldsymbol\sigma$ in this plane has diagonal $\mu$, $-(\mu+1)$ and off-diagonal $\sqrt{\alpha\gamma}$. On the vector $(\sqrt\alpha,\sqrt\gamma)$ it gives $((\mu+\gamma)\sqrt\alpha,(\alpha-\mu-1)\sqrt\gamma)=l(\sqrt\alpha,\sqrt\gamma)$. On $(-\sqrt\gamma,\sqrt\alpha)$ it gives $((\alpha-\mu)\sqrt\gamma,-(\gamma+\mu+1)\sqrt\alpha)=-(l+1)(-\sqrt\gamma,\sqrt\alpha)$. With $a=\sqrt{\alpha/(2l+1)}$, $b=\sqrt{\gamma/(2l+1)}$ and the usual overall signs,

$$\Omega_{l,l+\frac12,m_j}=\big(a\,Y_{l,m_j-\frac12},\ b\,Y_{l,m_j+\frac12}\big),\qquad\Omega_{l,l-\frac12,m_j}=\big(-b\,Y_{l,m_j-\frac12},\ a\,Y_{l,m_j+\frac12}\big).$$

Reversing $m_j$ exchanges $a$ and $b$. For $j=l+\frac12$, (1) gives the components $-b(-1)^{m_j+1/2}Y_{l,-m_j-1/2}$ and $a(-1)^{m_j-1/2}Y_{l,-m_j+1/2}$; both carry the sign $(-1)^{m_j-1/2}$, and what multiplies it is $\Omega_{l,l+1/2,-m_j}$. For $j=l-\frac12$ the components are $-a(-1)^{m_j+1/2}Y_{l,-m_j-1/2}$ and $-b(-1)^{m_j-1/2}Y_{l,-m_j+1/2}$, which is $(-1)^{m_j+1/2}$ times $(-aY_{l,-m_j-1/2},\,bY_{l,-m_j+1/2})=\Omega_{l,l-1/2,-m_j}$. Both cases are contained in

$$T\,\Omega_{ljm_j}=\eta\,\Omega_{lj,-m_j},\qquad\eta=(-1)^{l-j+m_j}.\tag{18}$$

Let $\bar I=(c,-m_j)$. In terms of the columns $C_I$ of (5), equation (18) says $C_{\bar I}=\eta_I\,\epsilon\,C_I^*$. Because $C^\dagger C=1$, (8) inverts to $D_{IJ}=C_I^\dagger DC_J$, and $D_{\bar I\bar J}=\eta_I\eta_J\,C_I^{\mathsf T}\epsilon^{\mathsf T}D\,\epsilon\,C_J^*=\eta_I\eta_J\,(C_I^\dagger\,\epsilon^{\mathsf T}D^*\epsilon\,C_J)^*$. The middle factor is $\theta(D)=D$, so

$$D_{\bar I\bar J}=\eta_I\eta_J\,D_{IJ}^*.\tag{19}$$

The degeneracy follows from (2) and the two commutation relations. Let $H\psi=\varepsilon S\psi$. The eigenvalue $\varepsilon=\langle\psi|H|\psi\rangle/\langle\psi|S|\psi\rangle$ is real, since both operators are Hermitian and the denominator is positive. Then $HT\psi=TH\psi=T(\varepsilon S\psi)=\varepsilon\,TS\psi=\varepsilon\,ST\psi$. The last step is where the symmetry of $S$ is indispensable; without it $T\psi$ would solve the equation with $TST^{-1}$ in place of $S$, which is a different problem. Eigenstates of the generalized problem are normalized with $S$, and $T$ preserves this product in the antiunitary sense:

$$\langle T\phi|S|T\chi\rangle=\langle T\phi|T(S\chi)\rangle=\langle S\chi|\phi\rangle=\langle\chi|S|\phi\rangle.\tag{20}$$

With $\phi=\chi=\psi$ this shows that $T\psi$ has the same norm as $\psi$. With $\phi=T\psi$ and $\chi=\psi$ the left side is $\langle T^2\psi|S|T\psi\rangle=-\langle\psi|S|T\psi\rangle$ and the right side is $+\langle\psi|S|T\psi\rangle$, so

$$\langle\psi|S|T\psi\rangle=0.\tag{21}$$

A nonzero vector that is $S$-orthogonal to $\psi$ cannot be a multiple of $\psi$ when $S$ is positive, so the level has at least two states. For a level of finite multiplicity $d$, consider the states $\chi$ of the level that are $S$-orthogonal to both $\psi$ and $T\psi$. By (20), $\langle T\psi|S|T\chi\rangle=\langle\chi|S|\psi\rangle=0$ and $\langle\psi|S|T\chi\rangle=-\langle T(T\psi)|S|T\chi\rangle=-\langle\chi|S|T\psi\rangle=0$. This subspace of dimension $d-2$ is thus mapped into itself by $T$, and the argument can be repeated in it. It cannot end at dimension one, since any nonzero vector brings an independent partner. Hence $d$ is even, which is Kramers degeneracy.

In a crystal the partner must be located in the Brillouin zone. A Bloch state is $\psi^\sigma=\mathcal V^{-1/2}\sum_{\mathbf G}c^\sigma_{\mathbf k+\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$, with $\mathcal V$ the cell volume. Conjugation turns each exponent into $-(\mathbf k+\mathbf G)$, so $T\psi$ is a Bloch state at $-\mathbf k$ with coefficients

$$c'^{\,\uparrow}_{-\mathbf k-\mathbf G}=-\big(c^\downarrow_{\mathbf k+\mathbf G}\big)^*,\qquad c'^{\,\downarrow}_{-\mathbf k-\mathbf G}=\big(c^\uparrow_{\mathbf k+\mathbf G}\big)^*.$$

In matrix form $c'=Uc^*$, where $U$ is $\epsilon$ times the permutation $\mathbf k+\mathbf G\to-\mathbf k-\mathbf G$. The relation $HT\psi=TH\psi$ becomes $H(-\mathbf k)Uc^*=U(H(\mathbf k)c)^*$ for all $c$, so

$$H(-\mathbf k)\,U=U\,H(\mathbf k)^*,\qquad S(-\mathbf k)\,U=U\,S(\mathbf k)^*,\qquad\varepsilon_n(-\mathbf k)=\varepsilon_n(\mathbf k).\tag{22}$$

A spherical cutoff $\frac12|\mathbf k+\mathbf G|^2\le E_{\rm cut}$ is unchanged by the reversal of the vector, so (22) holds exactly in a truncated basis. The factor $(-i)^l$ in the Fourier transform of a projector is no obstacle: $\langle\mathbf q|\beta_a\rangle$ is $(-i)^lR_{lm}(\hat{\mathbf q})$ times a real function of $|\mathbf q|$, its conjugate carries $(+i)^l$, and $R_{lm}(-\hat{\mathbf q})=(-1)^lR_{lm}(\hat{\mathbf q})$ makes this equal to the value at $-\mathbf q$.

Equation (22) justifies halving the mesh. It does not make the bands twofold degenerate at each $\mathbf k$. The pair lies at one wave vector only when $-\mathbf k=\mathbf k+\mathbf G$ for some reciprocal lattice vector, as at the zone centre and at half of any reciprocal lattice vector; there $T$ maps the space of Bloch states into itself and the counting argument applies within it. Elsewhere an extra symmetry is needed, and inversion $P\psi(\mathbf r)=\psi(-\mathbf r)$, acting alike on both spin components, supplies it. Suppose $V(-\mathbf r)=V(\mathbf r)$ and the atom at $\mathbf R$ has an identical image at $-\mathbf R$. Then $P$ sends $\beta_a(\mathbf r-\mathbf R)$ to $(-1)^l\beta_a(\mathbf r+\mathbf R)$. Since $Q_{ab}(-\mathbf r)=(-1)^{l+l'}Q_{ab}(\mathbf r)$, only $L$ of the parity of $l+l'$ having nonzero $G$, the substitution $\mathbf r\to-\mathbf r$ in the integral gives $\mathcal I_{ab}(-\mathbf R)=(-1)^{l+l'}\mathcal I_{ab}(\mathbf R)$. The matrices $f$, $q$ and the bare term are diagonal in $l$. The signs cancel, and $P$ commutes with $H$ and $S$. The product $PT$ is antilinear, obeys the second relation of (2) because $P$ is unitary, has $(PT)^2=P^2T^2=-1$ because $P$ and $T$ commute, and returns $\mathbf k$ to $\mathbf k$. The proof of (20), (21) and the counting used nothing else, so with inversion every level is even-fold at every $\mathbf k$. Without inversion, spin-orbit coupling generally splits the bands at a general point although the crystal is nonmagnetic, and filling them two at a time there is a mistake.

The condition $\mathbf m=0$ was imposed on the input of a self-consistent cycle, and it has to be shown that the output respects it. For the smooth part, $(T\psi)^\dagger\sigma_k(T\psi)=\psi^{\mathsf T}\epsilon^{\mathsf T}\sigma_k\epsilon\,\psi^*=(\psi^\dagger\epsilon^{\mathsf T}\sigma_k^*\epsilon\,\psi)^*=-(\psi^\dagger\sigma_k\psi)^*=-\psi^\dagger\sigma_k\psi$, the last step because the expression is real. For the augmentation part let $h_{a\sigma}=\langle\beta_a\sigma|\psi\rangle$. By (5), $\langle\beta_J|\psi\rangle=(C^\dagger h)_J$, so the second term of (6) is $p^\dagger(Q\sigma_k)p$ with $p=CC^\dagger h=fh$ and $Q$ the real symmetric matrix $Q_{ab}(\mathbf r)$. For $T\psi$ the overlaps with the real projectors are $\epsilon h^*$, and $f\epsilon h^*=\epsilon f^*h^*=\epsilon p^*$, since (11) means $f\epsilon=\epsilon f^*$. The same four steps as for the smooth part then give $-p^\dagger(Q\sigma_k)p$. Replacing $\sigma_k$ by $1$ gives a plus sign. A state and its partner have equal densities and opposite magnetizations at each point, in the smooth and the augmentation parts separately. Occupations that depend only on the eigenvalue are equal for the two. In a crystal the partner lies at $-\mathbf k$, so the sum over states must give $\mathbf k$ and $-\mathbf k$ equal weight; if only one of them is kept, the contribution of the other has to be supplied by symmetry, which amounts to setting $\mathbf m=0$. With this the output magnetization vanishes and the nonmagnetic solution is closed under iteration. This says nothing about whether it has the lowest energy. In exact arithmetic or with the symmetry imposed, a magnet started from $\mathbf m=0$ stays there, and so does a molecule with an odd number of electrons whose last occupied level is a single pair, when that pair is filled half and half. If the symmetry is not imposed, rounding errors can grow from one iteration to the next until the state is magnetic.

For energies that depend on the orbitals only through $n$ and $\mathbf m$ apart from the fixed terms, and a functional differentiable at $\mathbf m=0$, zero magnetization at every point gives the conjugation relations for $D$, equal levels at $\mathbf k$ and $-\mathbf k$, and Kramers pairs at a single $\mathbf k$ where $-\mathbf k=\mathbf k+\mathbf G$ or, with inversion, everywhere; the nonmagnetic solution is also closed under iteration. What remains is to see how a weak field lifts the degeneracy and to test the relations, and their violation, in a numerical model.
